# Why screening pulls RPA Kohn-Sham gaps back toward LDA

**Q.** I compute a semiconductor with exact exchange in a local potential, and the Kohn-Sham gap opens well above the LDA value. I add RPA correlation, which should be an improvement, and the gap drops again. What is being taken away?

**A.** To see that, write exchange and correlation in the same language, that of density fluctuations. I use atomic units in the formulas. Take $N$ electrons in an insulator at zero temperature, in real orbitals $\varphi_i$ of a local Kohn-Sham (KS) potential $v_s$. Each orbital carries one of $g$ flavours (spin, and any equivalent bonds or valleys), and the interaction $w(x-x')$ does not depend on flavour. At imaginary frequency the density response of these independent electrons is

$$\chi_0(x,x';i\omega)=-\sum_{vc}\frac{2\Delta_{vc}}{\omega^2+\Delta_{vc}^2}\,\varphi_v(x)\varphi_c(x)\varphi_v(x')\varphi_c(x').$$

Here $v$ is occupied, $c$ is empty and of the same flavour, and $\Delta_{vc}=\varepsilon_c-\varepsilon_v>0$. Since $\int\frac{d\omega}{2\pi}\frac{2\Delta}{\omega^2+\Delta^2}=1$ (all frequency integrals run from $-\infty$ to $\infty$), integration removes the energies. Completeness, $\sum_c\varphi_c(x)\varphi_c(x')=\delta(x-x')-\sum_{v'}\varphi_{v'}(x)\varphi_{v'}(x')$, then gives

$$-\int\frac{d\omega}{2\pi}\chi_0=n(x)\delta(x-x')-\sum_\sigma|\gamma_\sigma(x,x')|^2,$$

with $\gamma_\sigma$ the density matrix of flavour $\sigma$. Multiply by $\frac12w$ and integrate over both positions, an operation I write as a trace. The last term becomes the exchange energy $E_x=-\frac12\sum_\sigma\int\!\!\int w|\gamma_\sigma|^2$, so

$$E_x=-\frac12\int\frac{d\omega}{2\pi}\,\mathrm{Tr}[w\chi_0]-\frac12Nw(0),$$

where $w(0)$ is the interaction at zero distance. For an interaction with a positive Fourier transform, as assumed from here on, the first term is positive: it is the repulsion carried by the density fluctuations of independent electrons. Whatever reduces those fluctuations lowers $E_x$.

**Q.** And how does RPA correlation enter?

**A.** Turn the interaction on as $\lambda w$, with $\lambda$ from 0 to 1, and adjust the external potential $V_\lambda$ so that the density stays fixed. The Hellmann-Feynman theorem gives $dE_\lambda/d\lambda=\langle\hat w\rangle_\lambda+\int n\,dV_\lambda/d\lambda$. Integrating, and using $E_0=T_s+\int nV_0$ with $T_s$ the KS kinetic energy, leaves

$$E_1=T_s+\int nV_1+\int_0^1d\lambda\,\langle\hat w\rangle_\lambda .$$

The interaction energy is the Hartree energy plus $\frac12\int\!\!\int w\,[\langle\delta n\,\delta n'\rangle_\lambda-n\delta(x-x')]$. The response $\chi_\lambda$ has the same form as $\chi_0$, with exact excitation energies in place of $\Delta_{vc}$ and exact transition densities in place of the products $\varphi_v\varphi_c$, so the same frequency integral yields $\langle\delta n\,\delta n'\rangle_\lambda=-\int\frac{d\omega}{2\pi}\chi_\lambda$. Therefore

$$E_{xc}=-\frac12\int_0^1d\lambda\int\frac{d\omega}{2\pi}\mathrm{Tr}[w\chi_\lambda]-\frac12Nw(0).$$

Up to here nothing is approximated. The RPA lets the electrons respond as independent particles to the applied potential plus the induced Hartree potential: $\delta n=\chi_0(\delta v+\lambda w\,\delta n)$, or $\chi_\lambda=(1-\lambda\chi_0w)^{-1}\chi_0$. Then $\mathrm{Tr}[w\chi_\lambda]=-\frac{d}{d\lambda}\mathrm{Tr}\ln(1-\lambda w\chi_0)$, and the $\lambda$ integral is immediate:

$$E_{xc}^{RPA}=\frac12\int\frac{d\omega}{2\pi}\mathrm{Tr}\ln(1-w\chi_0)-\frac12Nw(0).$$

Expanding the logarithm to first order in $w$ returns $E_x$.

**Q.** The gap depends on a potential, not on an energy. How do I get from one to the other?

**A.** Change the KS potential slightly at fixed $N$. The constant drops out. From $\delta\,\mathrm{Tr}\ln M=\mathrm{Tr}[M^{-1}\delta M]$ with $M=1-w\chi_0$,

$$\delta E_x=-\frac12\int\frac{d\omega}{2\pi}\mathrm{Tr}[w\,\delta\chi_0],\qquad
\delta E_{xc}^{RPA}=-\frac12\int\frac{d\omega}{2\pi}\mathrm{Tr}[W\delta\chi_0],$$

$$W(i\omega)=[1-w\chi_0(i\omega)]^{-1}w .$$

The two expressions differ in one place: the bare interaction has become the screened one. Within the RPA this includes all of the correlation.

Now require the total energy to be stationary with respect to $v_s$. Because $T_s=\sum_v\varepsilon_v-\int v_sn$ and first-order perturbation theory gives $\delta\sum_v\varepsilon_v=\int n\,\delta v_s$, we have $\delta T_s=-\int v_s\,\delta n$. Stationarity then reads

$$0=\int(v_{ext}+v_H-v_s)\,\delta n+\delta E_{xc}
\quad\Rightarrow\quad
\int v_{xc}\,\delta n=\delta E_{xc},$$

with $v_{xc}=v_s-v_{ext}-v_H$. This is the optimized-potential condition. It holds for exact exchange (EXX) and for RPA, each with its own energy.

**Q.** Can you show me in the simplest possible insulator that exchange opens the gap?

**A.** Take a chain of period $a$ with one filled band per flavour, and write potentials as $\sum_m2v_m\cos(mQx)$ and the density as $n_0+\sum_m2n_m\cos(mQx)$, where $Q=2\pi/a$. At the zone edge $v_1$ couples the plane waves $e^{\pm iQx/2}$ and splits them by $2v_1$, to first order and for $v_1>0$. If the higher harmonics are dropped, the condition above becomes, per cell,

$$v_{xc,1}=\frac{dE_{xc}/dv_1}{2a\,dn_1/dv_1}.$$

The denominator is negative, because electrons leave the places where the potential is raised. The numerator, which I call the drive, is negative if a larger gap reduces the fluctuations that carry the energy. Then $v_{xc,1}>0$, and the gap opens. At given orbitals EXX and RPA share the denominator, so their potentials are in the ratio of their drives.

**Q.** How much of the exchange drive survives screening?

**A.** A one-pole estimate gives a closed answer. At one wavevector, replace all transitions by a single one at energy $\omega_g$:

$$w\chi_0(i\omega)=-\frac{P}{\omega^2+\omega_g^2},\qquad P>0.$$

$P$ is held fixed when the gap changes. The reason is the oscillator-strength sum rule: the transition strengths weighted with their energies follow from the commutator of the density with the kinetic energy alone, and a local potential does not enter.

The exchange part of the energy is $\frac12\int\frac{d\omega}{2\pi}\frac{P}{\omega^2+\omega_g^2}=\frac{P}{4\omega_g}$. For the RPA, define $\Omega^2=\omega_g^2+P$. The integral $\int\frac{d\omega}{2\pi}\ln\frac{\omega^2+\Omega^2}{\omega^2+\omega_g^2}$ vanishes at $\Omega=\omega_g$ and has unit derivative with respect to $\Omega$, so it equals $\Omega-\omega_g$. The RPA energy is $\frac12(\Omega-\omega_g)$. The two drives are

$$\frac{d}{d\omega_g}\frac{P}{4\omega_g}=-\frac{P}{4\omega_g^2},\qquad
\frac{d}{d\omega_g}\frac{\Omega-\omega_g}{2}=-\frac12\Big(1-\frac{\omega_g}{\Omega}\Big).$$

With the static dielectric function $\varepsilon=1+P/\omega_g^2=\Omega^2/\omega_g^2$, their ratio is

$$R=\frac{2(1-1/\sqrt\varepsilon)}{\varepsilon-1}=\frac{2}{\sqrt\varepsilon(\sqrt\varepsilon+1)},$$

where I used $\varepsilon-1=(\sqrt\varepsilon-1)(\sqrt\varepsilon+1)$.

In words: independent electrons fluctuate freely, and a wider gap is then an effective way to hold them apart. Interacting electrons already avoid one another, so the same widening gains less.

**Q.** Then the cancellation is not guaranteed?

**A.** No, it needs screening. For $\varepsilon$ near one, $R\approx1-\frac34(\varepsilon-1)$, and nearly all of the exchange drive remains. Half is gone when $\varepsilon+\sqrt\varepsilon=4$, at $\varepsilon\approx2.4$. At $\varepsilon=4$ the estimate leaves 0.33 and at $\varepsilon=16$ it leaves 0.10. For strong screening $R\approx2/\varepsilon$, twice what dividing by the static dielectric function would give, because the fluctuations extend to frequencies at which screening is weaker.

**Q.** Where does the LDA stand in this? It contains exchange too.

**A.** It contains the exchange of a uniform gas, which has no gap. In a one-dimensional gas with Fermi wavevector $k_F=\pi n/g$, a density fluctuation of wavevector $q$ can excite a density $\min(|q|,2k_F)/2\pi$ of electrons per flavour; the rest are blocked by occupied states. Without the constant, the exchange energy per length is

$$F_x=\frac12\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,w(q)\,g\,\frac{\min(|q|,2k_F)}{2\pi}.$$

Only $|q|>2k_F$ contributes to $dF_x/dk_F$. With $dk_F/dn=\pi/g$,

$$\frac{dF_x}{dn}=\frac1{2\pi}\int_{2k_F}^{\infty}w(q)\,dq,\qquad
\frac{d^2F_x}{dn^2}=-\frac{w(2k_F)}{g}.$$

To first order in the density modulation, LDA exchange therefore feels the interaction at $2k_F$, where a smooth interaction is weak. The EXX drive comes mostly from the loss of fluctuations at smaller $q$, where $w$ is larger. The LDA cannot register that loss, because its energy depends on the local density and not on the gap.

So in this one-dimensional model with a smooth interaction the LDA has little exchange opening to begin with, while the RPA has a large one and screens it. No identity makes the two results equal; how close they come has to be computed.

**Q.** Please compute it, then, with numbers I can follow.

**A.** Take $a=0.25$ nm, $g=8$ and eight electrons per cell. The interaction is $U\exp(-x^2/2b^2)$ with $U=6$ eV and $b=0.10$ nm, so $w(q)\propto\exp(-q^2b^2/2)$. At $q=2k_F=Q$ one has $qb=2.51$, and $w$ is down to about 4% of its value at $q=0$. All eight flavours screen, but exchange acts within one flavour.

The LDA is built from the uniform gas with this same interaction, treated in the RPA. I choose the external potential so that the LDA KS potential is a pure cosine with $2v_1=1.500$ eV. This requires an external amplitude of 1.916 eV. The LDA exchange-correlation part adds 0.114 eV, so the Hartree part must be $1.500-1.916-0.114=-0.530$ eV: repulsion smooths the density and opposes the gap.

First keep these LDA orbitals and compare the potentials they imply:

| | $2v_{xc,1}$ (eV) | drive per cell |
|---|---|---|
| LDA | 0.114 | – |
| EXX | 0.679 | −0.705 |
| RPA | 0.335 | −0.347 |

The surviving fraction is $0.347/0.705=0.49$, and the potentials have the same ratio, $0.335/0.679=0.49$. Differentiating the logarithmic energy numerically and evaluating the formula with $W$ both give a drive of −0.3467.

Next, solve EXX and RPA self-consistently in the same external potential. The KS gaps are 1.50 eV in LDA, 2.04 eV in EXX and 1.70 eV in RPA. The cancelled part of the opening is

$$\frac{2.038-1.695}{2.038-1.500}=\frac{0.343}{0.538}=0.64 .$$

**Q.** Half of the drive is cancelled but 64% of the opening. Why the difference?

**A.** Mostly because the reference has changed. The drive is counted from zero, the opening from the LDA, which has an exchange-correlation amplitude of its own. Counted from the LDA, the potentials at fixed orbitals give $(0.679-0.335)/(0.679-0.114)=0.61$. Self-consistency moves this to 0.64.

The RPA gap still lies 0.195 eV above the LDA gap. In this model it falls back toward the LDA value, not onto it.

**Q.** Does your one-pole formula describe this chain?

**A.** Moderately well. The static dielectric function, averaged with the exchange drive as weight, is 3.3. Averaging $R$ with the same weight predicts a surviving fraction of 0.42, against 0.49 from the full calculation: 16% too low relative to the latter. The estimate replaces a continuum of transitions by one and ignores the coupling between wavevectors that differ by multiples of $Q$; I have not separated the two errors.

The dependence on screening can be tested directly. With the same orbitals and interaction but two flavours instead of eight, fewer electrons screen, and 0.76 of the exchange drive survives. Such a chain would not show the effect you asked about in any strong form. With eight flavours and the range doubled to 0.20 nm at fixed $U$ and fixed orbitals, 0.35 survives.

**Q.** My measured gaps are larger than LDA gaps. If RPA returns toward LDA, has it failed?

**A.** Not on that evidence. The fundamental gap, which photoemission and inverse photoemission together measure, is the energy needed to remove an electron minus the energy released when one is added. That is not the KS gap. Let $f_i$ be the occupation of orbital $i$. Since the energy is stationary in $v_s$, only its explicit dependence on $f_i$ counts in a large crystal:

$$\frac{\partial E}{\partial f_i}=\langle i|t+v_{ext}+v_H|i\rangle+\frac{\partial E_{xc}}{\partial f_i}
=\varepsilon_i+\Sigma_i-\langle i|v_{xc}|i\rangle,$$

where $t$ is the kinetic-energy operator and

$$\Sigma_i=\frac{\partial E_{xc}}{\partial f_i}=-\frac12\int\frac{d\omega}{2\pi}\mathrm{Tr}\Big[W\frac{\partial\chi_0}{\partial f_i}\Big]-\frac12w(0).$$

The term $-\frac12w(0)$ now comes from the change of $N$. Subtracting the valence edge from the conduction edge gives

$$E_{fund}=E_{KS}+\big[\Sigma-\langle v_{xc}\rangle\big]_c-\big[\Sigma-\langle v_{xc}\rangle\big]_v .$$

The added bracketed difference is the derivative discontinuity. The local potential is fixed by how $E_{xc}$ changes with the density at fixed $N$; it need not match $\Sigma$ at both edges.

In the chain the discontinuity is 0.51 eV in RPA, so the fundamental gap is $1.695+0.507=2.20$ eV, well above the LDA KS gap of 1.50 eV. For EXX the sum is $2.038+0.739=2.78$ eV. Screening reduces both parts. The RPA value is the derivative appropriate to the infinite crystal. Adding and removing a whole electron at fixed potential on rings of 48 to 192 cells gives only 0.44 to 0.45 eV for the discontinuity, because the extra carrier's own response enters the logarithm beyond first order; in EXX the two routes agree. If an EXX KS gap happens to lie near a measured gap, that agreement compares two different quantities.

**Q.** How far can I carry this over to a real semiconductor, say germanium?

**A.** The screening of the exchange drive carries over; the numbers do not, and neither does the smallness of LDA exchange. In the chain the linear LDA exchange kernel is $1/g=1/8$ of the Hartree interaction at $Q$. At the valence density of germanium it is about 0.3 and 0.8 of the Coulomb interaction at the (111) and (220) reciprocal vectors, so LDA exchange itself contributes of order 1 eV to the gap. The bond length of roughly 0.25 nm and the eight valence electrons per primitive cell resemble germanium. The LDA gap of 1.5 eV is far too large for it: even the measured gap is only about 0.7 eV. The free-band Fermi energy of 6.0 eV is about half the real valence-band width. A further difference is the one-dimensional, finite-range interaction. In the chain $\chi_0$ falls as $q^2$ at small $q$ while $w$ stays finite, so long waves are not screened. In a three-dimensional crystal the Coulomb interaction grows as $1/q^2$ and compensates, leaving a dielectric constant near 16 in germanium. There the one-pole estimate would lower the surviving fraction from the chain's 0.42 to 0.10. That is the long-wave end of the range, not a prediction for the whole crystal, since screening weakens at short wavelengths. Spin-orbit coupling, also left out, shifts the germanium gap by roughly 0.1 eV.

**Q.** And how reliable are the chain's own numbers?

**A.** Going from 48 to 64 wavevectors and from two to three potential harmonics changes the EXX and RPA KS gaps by no more than about 0.0001 eV. The RPA discontinuity needs a finer mesh than 24 wavevectors: it falls by about 0.01 eV between 24 and 48, but changes by less than 0.001 eV beyond that. Thermal excitation of electrons is negligible: at 300 K the computed RPA KS bands hold fewer than $10^{-15}$ excited electrons per cell. Lattice vibrations are not included.

The RPA itself is the larger uncertainty. It omits exchange between the fluctuations. I estimate the size of the second-order term by dividing the drive of its direct counterpart by $g$, since one free flavour sum is lost, and converting drive to gap with the EXX–RPA difference. The result is 0.12 eV, without screening and without a determined sign. Dividing by $g$ gives the exact magnitude only for a contact interaction; at finite range it is a crude guide, and in this chain the unscreened second-order exchange term, evaluated directly, has only about 0.15 of the estimated drive and lowers the gap by about 0.02 eV; higher orders are not covered by either number. The estimate is smaller than the 0.34 eV by which correlation lowers the EXX gap, so by this estimate the fall-back stands. It is comparable to the remaining 0.195 eV between RPA and LDA, so the estimate alone cannot secure that remainder to better than about 0.1 eV. The full set of values is in the numerical output below.

## Numbers as computed

```
period: 0.250 nm
interaction strength U: 6.00 eV
interaction range b: 0.100 nm
flavours = electrons per cell: 8
free-band Fermi energy: 6.016 eV
LDA KS cosine amplitude 2 v_1: 1.500 eV
external potential amplitude 2 v_1: 1.916 eV
external potential amplitude 2 v_2: -0.0212 eV
LDA density minimum / mean: 0.748
LDA density maximum / mean: 1.266
Amplitude 2 v_1 of the xc potential at the LDA density:
  LDA: 0.1141 eV
  EXX: 0.6793 eV
  RPA: 0.3350 eV
exchange drive dE_x/dv_1 per cell: -0.7045 (dimensionless)
RPA drive dE_xc/dv_1 per cell: -0.3467 (dimensionless)
same RPA drive from W: -0.3467 (dimensionless)
surviving drive fraction, full RPA: 0.492
surviving drive fraction, one-pole estimate: 0.415
drive-weighted static dielectric function: 3.264
one-pole surviving fraction at epsilon 4: 0.333
one-pole surviving fraction at epsilon 16: 0.100
surviving drive fraction with 2 flavours: 0.764
LDA KS gap: 1.500 eV
EXX KS gap: 2.038 eV
RPA KS gap: 1.695 eV
EXX opening above LDA: 0.538 eV
RPA gap minus LDA gap: 0.195 eV
fraction of EXX opening cancelled: 0.637
EXX discontinuity: 0.739 eV
RPA discontinuity: 0.507 eV
EXX fundamental gap: 2.777 eV
RPA fundamental gap: 2.202 eV
largest gap change, finer mesh and potential: 0.00011 eV
second-order exchange, estimated gap shift: 0.117 eV
surviving drive fraction, range doubled: 0.350
thermal energy at 300 K: 0.0259 eV
thermal electrons per cell at 300 K: 6.96e-16
```
